\section*{The Gradient of f(r)Y_lm in Vector Spherical Harmonics}

\section{The claim and its conventions}

\textbf{Q.} In spherical coordinates, the gradient of $f(r)Y_{lm}$ contains $f'$, $f/r$ and angular derivatives of $Y_{lm}$. You say that all of this collapses to two terms. What precisely is the claim?

\textbf{A.} For $r>0$ and $f$ differentiable there,
\begin{align}
\nabla\bigl[f(r)Y_{lm}\bigr]={}&-\sqrt{\frac{l+1}{2l+1}}\left(\frac{d}{dr}-\frac{l}{r}\right)f\;\mathbf Y_{l,l+1,m}\nonumber\\
&+\sqrt{\frac{l}{2l+1}}\left(\frac{d}{dr}+\frac{l+1}{r}\right)f\;\mathbf Y_{l,l-1,m}.
\label{main}
\end{align}
For $l=0$ the second term is absent. The $Y_{lm}$ carry the Condon--Shortley phase. The vector harmonics are
\begin{equation}
\mathbf Y_{JLM}=\sum_{q=-1}^{1}\langle L\,M{-}q,1\,q|J\,M\rangle\,Y_{L,M-q}\,\mathbf e_q ,
\label{vsh}
\end{equation}
with $\mathbf e_{\pm1}=\mp(\hat x\pm i\hat y)/\sqrt2$ and $\mathbf e_0=\hat z$. The orbital rank $L$ tells which scalar harmonics appear in the components; $J$ is the total rank. I write $D_-f=f'-lf/r$ and $D_+f=f'+(l+1)f/r$. Thus $D_-$ goes with rank $l+1$, and $D_+$ with rank $l-1$.

\textbf{Q.} Why is this form worth having?

\textbf{A.} Each Cartesian component of the gradient is sorted by orbital angular momentum. Since $\mathbf p=-i\nabla$ in atomic units, the formula says that a momentum component acting on a state of angular momentum $l$ yields only $l+1$ and $l-1$, and it gives the radial function of each part.

\section{Which vector harmonics can occur}

\textbf{Q.} That is what I doubt. Why are other values of $J$ and $L$ excluded?

\textbf{A.} Begin with a simpler object, $\hat r\,Y_{lm}$, and ask how it rotates. Let $\mathbf L=-i\mathbf r\times\nabla$ act on the components of a vector field, and let $S_k\mathbf v=i\,\mathbf e_k\times\mathbf v$ act on its direction, where $\mathbf e_k$ is here a Cartesian unit vector. The total generator is $\mathbf J=\mathbf L+\mathbf S$.

The vectors $\mathbf e_q$ in (\ref{vsh}) are standard spin-1 states. For example, $S_x\mathbf e_{1}=\hat z/\sqrt2$ and $S_y\mathbf e_{1}=i\hat z/\sqrt2$, so
\begin{equation}
S_-\mathbf e_1=(S_x-iS_y)\mathbf e_1=\sqrt2\,\mathbf e_0 .
\end{equation}
In the same way $S_-\mathbf e_0=-i\hat y+\hat x=\sqrt2\,\mathbf e_{-1}$, and $S_z\mathbf e_q=q\,\mathbf e_q$. Hence $\mathbf Y_{JLM}$ has definite $\mathbf J^2$, $J_z$ and $\mathbf L^2$.

Now $L_k=-i(\mathbf e_k\times\mathbf r)\cdot\nabla$. It does not change $r$, and it sends $\mathbf r$ to $-i\,\mathbf e_k\times\mathbf r$. Therefore
\begin{equation}
L_k\hat r=-i\,\mathbf e_k\times\hat r,\qquad J_k\hat r=-i\,\mathbf e_k\times\hat r+i\,\mathbf e_k\times\hat r=0 .
\end{equation}
The radial field looks the same after any rotation about the origin. Because $L_k$ is a first-order derivative, the product rule gives
\begin{equation}
J_k(\hat r\,g)=(J_k\hat r)\,g+\hat r\,L_kg=\hat r\,L_kg .
\label{inv}
\end{equation}
So $\hat r\,Y_{lm}$ has $J=l$ and $M=m$. Coupling with spin 1 then permits $L=l-1,\,l,\,l+1$ for $l\ge1$, and only $L=1$ for $l=0$.

\textbf{Q.} You still have three values, not two.

\textbf{A.} Parity removes the middle one. Under $\mathbf r\to-\mathbf r$ the components of $\hat r\,Y_{lm}$ acquire the factor $(-1)^{l+1}$, while those of $\mathbf Y_{llm}$ acquire $(-1)^l$. The products $Y_{L\mu}\mathbf e_q$ form a complete orthonormal set on the sphere, and the coupling in (\ref{vsh}) is unitary, so the expansion is
\begin{equation}
\hat r\,Y_{lm}=a_{l+1}\mathbf Y_{l,l+1,m}+a_{l-1}\mathbf Y_{l,l-1,m}.
\label{rexp}
\end{equation}

\section{The two coefficients}

\textbf{Q.} How do you find $a_L$ without doing an angular integral for each $l$ and $m$?

\textbf{A.} By projecting the vector harmonic on $\hat r$. For any vector field $\mathbf V$,
\begin{align}
L_k(\hat r\cdot\mathbf V)&=-i(\mathbf e_k\times\hat r)\cdot\mathbf V+\hat r\cdot L_k\mathbf V\nonumber\\
&=\hat r\cdot(i\,\mathbf e_k\times\mathbf V)+\hat r\cdot L_k\mathbf V=\hat r\cdot J_k\mathbf V .
\end{align}
The second line uses $\hat r\cdot(\mathbf e_k\times\mathbf V)=-(\mathbf e_k\times\hat r)\cdot\mathbf V$. Thus $\hat r\cdot\mathbf Y_{lLm}$ is a scalar function with angular momentum $l,m$:
\begin{equation}
\hat r\cdot\mathbf Y_{lLm}=c_L\,Y_{lm}.
\end{equation}
The number $c_L$ does not depend on $m$, because $L_-$ on the right and $J_-$ on the left produce the same ladder factor. Orthonormality gives
\begin{equation}
a_L=\int\mathbf Y_{lLm}^*\cdot\hat r\,Y_{lm}\,d\Omega=c_L^* .
\end{equation}

We may now choose $m=0$ and look at the north pole. There $Y_{L\mu}$ vanishes for $\mu\neq0$, $Y_{L0}=\sqrt{(2L+1)/4\pi}$, and $\hat r=\hat z$ selects $\mathbf e_0$. Hence
\begin{equation}
c_L=\sqrt{\frac{2L+1}{2l+1}}\;\langle L\,0,1\,0|l\,0\rangle ,
\label{pole}
\end{equation}
which is real, so $a_L=c_L$.

\textbf{Q.} The minus sign in your formula must then come from a coupling coefficient. I do not want to take that from a table.

\textbf{A.} Write the coupled state with projection $M$ as
\begin{equation}
\alpha\,|M{+}1\rangle|{-1}\rangle+\beta\,|M\rangle|0\rangle+\gamma\,|M{-}1\rangle|1\rangle ,
\end{equation}
where the first ket is orbital, of rank $L$, and the second is spin. It is an eigenstate of
\begin{equation}
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)
\end{equation}
with eigenvalue $\Lambda=\tfrac12[l(l+1)-L(L+1)-2]$. Comparing the components on the first and third kets gives
\begin{align}
(\Lambda+M+1)\,\alpha&=\beta\sqrt{\tfrac12(L-M)(L+M+1)},\label{ea}\\
(\Lambda-M+1)\,\gamma&=\beta\sqrt{\tfrac12(L+M)(L-M+1)}.\label{eg}
\end{align}
The square roots are the orbital ladder factors, and the spin ladder factor $\sqrt2$ has been combined with the $\tfrac12$.

Take $L=l+1$ first. Then $\Lambda=-(L+1)$, and the brackets on the left are $-(L-M)$ and $-(L+M)$. Both are negative, since $|M|\le l=L-1$. So
\begin{equation}
\alpha=-\beta\sqrt{\frac{L+M+1}{2(L-M)}},\qquad
\gamma=-\beta\sqrt{\frac{L-M+1}{2(L+M)}} .
\label{ratios}
\end{equation}
At $M=0$, normalization reads
\begin{equation}
1=\beta^2\left(1+\frac{L+1}{L}\right)=\beta^2\,\frac{2L+1}{L},
\end{equation}
so $\beta^2=L/(2L+1)=(l+1)/(2l+3)$.

\textbf{Q.} That fixes the magnitude. The sign convention refers to $M=l$, though, and you need $M=0$.

\textbf{A.} The convention makes the component with the largest orbital projection positive in the state $M=l$. Here that component is $|L\rangle|{-1}\rangle$, so $\alpha>0$ and, by (\ref{ratios}), $\beta<0$ at $M=l$. Now lower the state. The coefficient of $|M{-}1\rangle|0\rangle$ in $J_-$ acting on it receives one part from $L_-$ and one from $S_-$:
\begin{equation}
\sqrt{(L+M)(L-M+1)}\,\beta+\sqrt2\,\gamma
=\sqrt{(L+M)(L-M+1)}\left(1-\frac1{L+M}\right)\beta .
\end{equation}
Whenever another lowering is possible, $M>-l$ and hence $L+M\ge2$. The factor multiplying $\beta$ is positive, and $\beta$ stays negative down the ladder. Therefore
\begin{equation}
\langle l{+}1\,0,1\,0|l\,0\rangle=-\sqrt{\frac{l+1}{2l+3}} .
\end{equation}

For $L=l-1$ we have $\Lambda=L$. At $M=0$, (\ref{ea}) and (\ref{eg}) give $\alpha=\gamma=\beta\sqrt{L/[2(L+1)]}$, and normalization gives
\begin{equation}
\beta^2=\frac{L+1}{2L+1}=\frac{l}{2l-1}.
\end{equation}
This multiplet starts from the stretched state $|L\rangle|1\rangle$ with coefficient $+1$. Lowering operators have no negative matrix elements, so $\beta>0$. Inserting both results in (\ref{pole}),
\begin{equation}
a_{l+1}=-\sqrt{\frac{l+1}{2l+1}},\qquad a_{l-1}=\sqrt{\frac{l}{2l+1}} .
\label{a}
\end{equation}
Their squares add to one, as they must, because $\hat r\,Y_{lm}$ is normalized on the sphere.

\textbf{Q.} Would the minus sign move if I coupled spin first and orbit second?

\textbf{A.} No. That order would require $\gamma>0$ at $M=J$. For $L=l+1$, (\ref{ratios}) shows that $\alpha$ and $\gamma$ have the same sign, so the state is unchanged; for $L=l-1$ the stretched state is positive in either order. If you redefine $\mathbf Y_{l,l+1,m}$ with the opposite sign, its coefficient also changes sign, and the gradient itself is unaffected.

\section{From the unit vector to the gradient}

\textbf{Q.} So far you have only multiplied by $\hat r$. The angular derivatives have not been touched.

\textbf{A.} They can be obtained from $\hat r$ and $\mathbf L^2$ alone. Start from
\begin{equation}
\mathbf L^2=-r^2\nabla^2+\partial_r r^2\partial_r .
\end{equation}
Multiplication by $\hat r$ commutes with the radial part, since $\hat r$ does not depend on $r$. What remains is the commutator with the Laplacian. We need
\begin{equation}
\partial_j\hat r_i=\frac{\delta_{ij}-\hat r_i\hat r_j}{r},\qquad
\nabla^2\hat r_i=-\frac{\hat r_i}{r^2}-\partial_j\frac{r_ir_j}{r^3}=-\frac{2\hat r_i}{r^2}.
\end{equation}
The last step uses $\partial_j(r_ir_j/r^3)=4r_i/r^3-3r_i/r^3=\hat r_i/r^2$. For any smooth $g$, with a sum over $j$,
\begin{align}
[\mathbf L^2,\hat r_i]\,g&=-r^2\left[(\nabla^2\hat r_i)\,g+2(\partial_j\hat r_i)\,\partial_jg\right]\nonumber\\
&=2\hat r_i\,g-2r\,(\partial_i-\hat r_i\partial_r)\,g .
\end{align}
Solving for the gradient,
\begin{equation}
\nabla g=\hat r\,\partial_rg+\frac1r\left(\hat r\,g-\tfrac12[\mathbf L^2,\hat r]\,g\right).
\label{comm}
\end{equation}

\textbf{Q.} Why is a commutator easier than a derivative?

\textbf{A.} Because both orderings are known on our functions. Put $g=fY_{lm}$. When $\mathbf L^2$ acts before $\hat r$, it gives $l(l+1)$. When it acts after, it acts on the components of (\ref{rexp}) and gives $L(L+1)$ on the rank-$L$ part. The bracket in (\ref{comm}) therefore multiplies that part by
\begin{equation}
1-\tfrac12\left[L(L+1)-l(l+1)\right]=
\begin{cases}1-(l+1)=-l,&L=l+1,\\[2pt]1+l,&L=l-1.\end{cases}
\end{equation}
The first term of (\ref{comm}) contributes $f'$ to both parts. Hence
\begin{equation}
\nabla[fY_{lm}]=a_{l+1}\left(f'-\frac{l}{r}f\right)\mathbf Y_{l,l+1,m}+a_{l-1}\left(f'+\frac{l+1}{r}f\right)\mathbf Y_{l,l-1,m},
\end{equation}
and (\ref{a}) turns this into (\ref{main}). The two ranks share the same $f'$ and differ in the $f/r$ term. Its coefficient is $1$, common to both ranks, minus half the change in $\mathbf L^2$ caused by multiplication with $\hat r$; that change is $+2(l+1)$ for rank $l+1$ and $-2l$ for rank $l-1$.

\section{Checks and limits}

\textbf{Q.} I could still imagine the two radial operators exchanged. Is there a quick way to exclude that?

\textbf{A.} Use the solutions of Laplace's equation. Suppose that a function is harmonic, varies as $r^d$, and has angular momentum $L$. The radial equation then requires $d(d+1)=L(L+1)$. Since $\nabla$ commutes with $\nabla^2$, the gradient of a harmonic function has harmonic components, with the power lowered by one.

For $f=r^l$ the new power is $l-1$, which satisfies the condition for $L=l-1$ and not for $L=l+1$. The rank $l+1$ term must vanish, and $D_-r^l=0$ makes it do so. For $f=r^{-l-1}$ the new power is $-l-2$, which requires $L=l+1$, and indeed $D_+r^{-l-1}=0$. The surviving terms are
\begin{align}
\nabla(r^lY_{lm})&=\sqrt{l(2l+1)}\;r^{l-1}\,\mathbf Y_{l,l-1,m},\\
\nabla(r^{-l-1}Y_{lm})&=\sqrt{(l+1)(2l+1)}\;r^{-l-2}\,\mathbf Y_{l,l+1,m}.
\end{align}
In the second line, the minus sign of $D_-r^{-l-1}=-(2l+1)r^{-l-2}$ cancels the one in (\ref{main}).

\textbf{Q.} And $l=0$, where a scalar function should have a purely radial gradient?

\textbf{A.} Then (\ref{main}) gives $-f'\,\mathbf Y_{010}$, while (\ref{rexp}) gives $\mathbf Y_{010}=-\hat r\,Y_{00}$. The product is $f'\,\hat r\,Y_{00}$, as it should be.

\textbf{Q.} Where does the formula stop being valid?

\textbf{A.} At the origin. The right side contains $f/r$ and functions of direction, so it has no value at $r=0$. Its limit as $r\to0$ gives the gradient there when $fY_{lm}$ is continuously differentiable at the origin. The function $e^{-r}Y_{00}$ has a cusp: its gradient tends to $-\hat r\,Y_{00}$, whose direction depends on the path of approach. The formula is right for every $r>0$ but assigns no gradient to the point $r=0$. For singular functions such as $r^{-l-1}Y_{lm}$ it likewise says nothing about source terms located at the origin. A sum over several $l,m$ is treated term by term, because the gradient is linear.

\section{How the momentum is shared}

\textbf{Q.} Does the split into two ranks have a measurable size, or is it bookkeeping?

\textbf{A.} It has a definite weight. The two vector harmonics are orthonormal on the sphere, so for a normalized bound state $\psi=fY_{lm}$
\begin{equation}
\langle p^2\rangle=\int|\nabla\psi|^2d^3r=\frac{l+1}{2l+1}I_-+\frac{l}{2l+1}I_+,\qquad I_\pm=\int_0^\infty r^2|D_\pm f|^2dr .
\label{p2}
\end{equation}
Now compare the two integrands. The terms $|f'|^2$ cancel in the difference, and $(l+1)^2-l^2=2l+1$, so
\begin{align}
r^2\left(|D_+f|^2-|D_-f|^2\right)&=(2l+1)\left[r\frac{d|f|^2}{dr}+|f|^2\right]\nonumber\\
&=(2l+1)\frac{d}{dr}\left(r|f|^2\right).
\end{align}
If the integrals converge and $r|f|^2$ vanishes at both ends, then $I_+=I_-$. By (\ref{p2}) their common value is $\langle p^2\rangle$. Rank $l+1$ then carries the fraction $(l+1)/(2l+1)$ and rank $l-1$ the fraction $l/(2l+1)$, whatever the radial function. These fractions tend to one half for large $l$. For $l=0$ the whole weight lies in rank 1.

\textbf{Q.} Show me numbers for a real atom, including a gradient at one point.

\textbf{A.} Take the nonrelativistic hydrogen $3d$ orbital with $m=1$ and a fixed nucleus. Its radial function is $f=Nr^2e^{-r/3}$, with $N$ fixed by normalization, so
\begin{equation}
D_-f=-\frac f3,\qquad D_+f=\left(\frac5r-\frac13\right)f .
\end{equation}
At $(1,2,2)$ bohr we have $r=3$ bohr and $f=0.029851$ bohr$^{-3/2}$. This gives $D_-f=-0.009950$ and $D_+f=\tfrac43f=0.039802$ bohr$^{-5/2}$.

The vector harmonics follow from (\ref{vsh}). For the $x$ component of rank 3, $\mathbf e_{1}$ contributes $-1/\sqrt2$ and $\mathbf e_{-1}$ contributes $+1/\sqrt2$:
\begin{align}
(\mathbf Y_{231})_x&=\frac{-0.37796\,Y_{30}+0.69007\,Y_{32}}{\sqrt2}\nonumber\\
&=\frac{0.07314+(-0.15672+0.20896i)}{\sqrt2}=-0.05910+0.14776i ,
\end{align}
with $Y_{30}=-0.19350$ and $Y_{32}=-0.22711+0.30281i$ at this point. For rank 1, with $Y_{10}=0.32574$,
\begin{equation}
(\mathbf Y_{211})_x=-\frac{0.70711\times0.32574}{\sqrt2}=-0.16287 .
\end{equation}
The prefactors in (\ref{main}) are $(-0.77460)(-0.0099504)=0.007708$ and $(0.63246)(0.039802)=0.025173$ bohr$^{-5/2}$. In units of $10^{-3}$ bohr$^{-5/2}$,
\begin{equation}
(\nabla\psi)_x=(-0.456+1.139i)+(-4.100)=-4.555+1.139i ,
\end{equation}
where the sum was rounded after addition. The other components, found in the same way, are $1.139-2.847i$ for $y$ and $-1.424-2.847i$ for $z$. Cartesian finite differences of the orbital, which make no use of vector harmonics, agree with all three.

\textbf{Q.} And the sharing of the kinetic energy?

\textbf{A.} Since $D_-f=-f/3$ and $f$ is normalized, $I_-=1/9$ bohr$^{-2}$. The computed $I_+$ is also $0.1111$ bohr$^{-2}$, although $D_+f$ is a different function. With $T=\tfrac12\langle p^2\rangle$,
\begin{align}
T_{L=3}&=\tfrac12\cdot\tfrac35\cdot\tfrac19=\tfrac1{30}=0.0333\ \text{hartree},\\
T_{L=1}&=\tfrac12\cdot\tfrac25\cdot\tfrac19=\tfrac1{45}=0.0222\ \text{hartree}.
\end{align}
The total is $0.0556$ hartree, or $1.512$ eV, for a fixed nucleus. With the finite proton mass the kinetic energy of relative motion is lower by about $0.0008$ eV ($0.0555$ hartree, $1.511$ eV), while the fractions are unchanged. The numerical check also projects the finite-difference gradient onto the vector harmonics and integrates each part over space. It finds the same two energies, hence the fractions $0.6$ and $0.4$.

\section*{Numbers as computed}
\begin{verbatim}
formula tested for l = 0..4, all m: 25 cases
points per case: 12
largest gradient error (model f, dimensionless): 1.5e-11
hydrogen 3d, m = 1; point (bohr): 1.0 2.0 2.0
r = 3.0000 bohr
f = 0.0298512 bohr^-3/2
f' = 0.0099504 bohr^-5/2
f' - 2f/r = -0.0099504 bohr^-5/2
f' + 3f/r = 0.0398017 bohr^-5/2
coefficient of rank 3: -0.7745967
coefficient of rank 1: 0.6324555
<3 0, 1 1 | 2 1> = +0.3779645
Y_30 = -0.1934988 -0.0000000 i
<3 1, 1 0 | 2 1> = -0.6172134
Y_31 = -0.1316660 -0.2633320 i
<3 2, 1 -1 | 2 1> = +0.6900656
Y_32 = -0.2271079 +0.3028105 i
<1 0, 1 1 | 2 1> = +0.7071068
Y_10 = +0.3257350 +0.0000000 i
<1 1, 1 0 | 2 1> = +0.7071068
Y_11 = -0.1151647 -0.2303294 i
V(2,3,1), x: -0.0591026 +0.1477564 i
V(2,3,1), y: +0.1477564 +0.1625320 i
V(2,3,1), z: +0.0812660 +0.1625320 i
V(2,1,1), x: -0.1628675 +0.0000000 i
V(2,1,1), y: +0.0000000 -0.1628675 i
V(2,1,1), z: -0.0814338 -0.1628675 i
rank-3 term (bohr^-5/2), x: -0.0004555 +0.0011388 i
rank-3 term (bohr^-5/2), y: +0.0011388 +0.0012527 i
rank-3 term (bohr^-5/2), z: +0.0006264 +0.0012527 i
rank-1 term (bohr^-5/2), x: -0.0040998 +0.0000000 i
rank-1 term (bohr^-5/2), y: +0.0000000 -0.0040998 i
rank-1 term (bohr^-5/2), z: -0.0020499 -0.0040998 i
gradient, formula (bohr^-5/2), x: -0.0045554 +0.0011388 i
gradient, formula (bohr^-5/2), y: +0.0011388 -0.0028471 i
gradient, formula (bohr^-5/2), z: -0.0014236 -0.0028471 i
gradient, differences (bohr^-5/2), x: -0.0045554 +0.0011388 i
gradient, differences (bohr^-5/2), y: +0.0011388 -0.0028471 i
gradient, differences (bohr^-5/2), z: -0.0014236 -0.0028471 i
integral r^2 (f'-2f/r)^2 dr = 0.1111111 bohr^-2
integral r^2 (f'+3f/r)^2 dr = 0.1111111 bohr^-2
kinetic energy, rank 3, formula: 0.0333333 hartree
kinetic energy, rank 3, projection: 0.0333333 hartree
kinetic energy, rank 1, formula: 0.0222222 hartree
kinetic energy, rank 1, projection: 0.0222222 hartree
kinetic energy, total, direct: 0.0555556 hartree
kinetic energy, total: 1.51174 eV
rank-3 fraction: 0.600000
rank-1 fraction: 0.400000
\end{verbatim}
